# Why the dark 2Ag state of polyenes drops below 1Bu

## What goes wrong with a static kernel

A Bethe-Salpeter calculation with a static kernel can put the wrong singlet at the bottom of a polyene's spectrum. In the four-site model treated below, the dark 2Ag state and the bright 1Bu state are degenerate at a certain interaction strength. Single excitations with a static, unscreened kernel place the dark state $0.56\,t_1$ above the bright one at that same point, where $t_1$ is the hopping across a double bond. A calculation with this error predicts emission from a bright lowest singlet when a dark state may lie below it.

The main missing ingredient is a pair of triplet excitations with total spin zero. The pair is mainly a double excitation: in the four-site model at the degeneracy point, single excitations carry only 7% of its weight. It costs no charge separation, whereas the bright state does, and a stronger interaction therefore favours it. "Near twice the triplet energy" is a good guide when the double bonds are weakly coupled and the interaction is strong enough that charge transfer between them costs more than the pair (on four sites, $U>\sqrt{10}\,t_1$, as derived below). In a short chain with strongly coupled bonds it is approximate, and at zero interaction 2Ag is a single excitation rather than a triplet pair.

## Model and labels

Take an open chain of $N$ sites, one $\pi$ orbital per site and $N$ electrons:
$$
H=-\sum_{i\sigma}t_i\,(c^\dagger_{i\sigma}c_{i+1,\sigma}+\text{h.c.})
+\tfrac12\sum_{ij}V_{ij}(n_i-1)(n_j-1).
$$
The hoppings alternate: $t_1$ on double bonds and $t_2$ on the single bonds between them. The second sum runs over both orders of each pair and includes $i=j$. We choose
$$V_{ii}=U,\qquad V_{ij}=\frac{U}{1+|i-j|}.$$
A site with one electron is neutral. Nuclear relaxation is left out, so all excitation energies are vertical.

Ag and Bu denote states even and odd under reversal of the chain. The model also has particle-hole symmetry. The ground state is even under both operations, and the dipole operator is odd under both. "2Ag" here means the lowest excited singlet in the ground state's class, and "1Bu" the lowest singlet in the class that light can reach.

## One double bond

The covalent singlet $|c\rangle=(|{\uparrow},{\downarrow}\rangle-|{\downarrow},{\uparrow}\rangle)/\sqrt2$ has neutral sites and no interaction energy. The ionic singlets are $|i_\pm\rangle=(|2,0\rangle\pm|0,2\rangle)/\sqrt2$. Their site charges are opposite, so they cost
$$u=\tfrac12(U+U-2V_{12})=U-V_{12}.$$

To find the coupling, write $|\sigma,\sigma'\rangle=c^\dagger_{1\sigma}c^\dagger_{2\sigma'}|0\rangle$, $|2,0\rangle=c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}|0\rangle$, and likewise for $|0,2\rangle$. Hopping takes $|{\uparrow},{\downarrow}\rangle$ to $-t_1(|2,0\rangle+|0,2\rangle)$. Exchanging the fermion operators gives the opposite sign for $|{\downarrow},{\uparrow}\rangle$. The minus sign in $|c\rangle$ makes the two contributions add:
$$
T|c\rangle=-\frac{2t_1}{\sqrt2}(|2,0\rangle+|0,2\rangle)=-2t_1|i_+\rangle .
$$
In the triplet the contributions cancel, so its energy is zero. The state $|i_-\rangle$ does not couple to $|c\rangle$ and stays at $u$. The remaining problem is
$$
\begin{pmatrix}0&-2t_1\\-2t_1&u\end{pmatrix},\qquad
\mathcal E=\frac{u\mp R}{2},\qquad R=\sqrt{u^2+16t_1^2}.
$$
Measured from the lower root, the triplet and bright energies are
$$
E_T=0-\frac{u-R}{2}=\frac{R-u}{2},\qquad
E_B=u-\frac{u-R}{2}=\frac{R+u}{2}.
$$
Their difference is exactly $u$, the cost of separating charge. Multiplying numerator and denominator of $E_T$ by $R+u$ gives
$$E_T=\frac{8t_1^2}{R+u},$$
which falls as $u$ grows and tends to $4t_1^2/u$. Meanwhile $E_B$ rises.

For two isolated bonds, a triplet on each costs $2E_T$. It matches one local bright excitation when
$$
R-u=\frac{R+u}{2}\;\Rightarrow\;R=3u
\;\Rightarrow\;9u^2=u^2+16t_1^2
\;\Rightarrow\;u=\sqrt2\,t_1 .
$$
With $V_{12}=U/2$ we have $u=U/2$, so this crossing is at $U=2\sqrt2\,t_1\approx2.83\,t_1$. There $E_T=(3u-u)/2=u\approx1.41\,t_1$, and both competing excitations cost $2.83\,t_1$.

This estimate leaves out charge transfer between bonds, which changes the weak-coupling picture, as shown below.

## The singlet-coupled pair on four sites

Number the sites 1 to 4, with double bonds A = (1,2) and B = (3,4). Two spin-one objects combine to total spin zero as
$$
|TT\rangle=\frac{|+,-\rangle-|0,0\rangle+|-,+\rangle}{\sqrt3},
$$
where the entries give the spin projections of the two bond triplets. All four sites are neutral, so every interaction term vanishes, including those between bonds. Hopping within each bond also vanishes on a triplet. At $t_2=0$, $|TT\rangle$ is therefore an eigenstate with total energy zero for any $U$.

The same two triplets can form a quintet. Its fully polarized member has one up electron on every site, and Pauli exclusion blocks all hopping. The quintet thus stays at total energy zero for any $t_2$. The singlet pair is free to shift.

### How the central bond shifts the pair

The central hopping acts only on the singlet part of spins 2 and 3. In a bond triplet each site carries half the bond spin, so $\mathbf s_2\to\mathbf S_A/2$ and $\mathbf s_3\to\mathbf S_B/2$. For total spin zero,
$$
\langle\mathbf S_A\cdot\mathbf S_B\rangle=\tfrac12(0-2-2)=-2,
\qquad \langle\mathbf s_2\cdot\mathbf s_3\rangle=-\tfrac12 .
$$
The singlet probability is
$$P_s=\tfrac14-\langle\mathbf s_2\cdot\mathbf s_3\rangle=\tfrac34.$$

By the one-bond calculation, hopping from a singlet has amplitude $-\sqrt2\,t_2$ in each direction. Each direction therefore contributes a squared norm $\tfrac34\cdot2t_2^2=\tfrac32t_2^2$. The two directions leave opposite charges on bond A. Hopping within bonds conserves that charge, so they do not interfere at second order.

After the hop, one charge sits at $a\in\{1,2\}$ and the opposite one at $b\in\{3,4\}$. Their energy is $U-V_{ab}$, and $t_1$ moves either charge within its bond. The signs of these hops can be absorbed into the phases of the four states. The symmetric combination of (1,3) and (2,4) couples to (2,3) and to (1,4), each with amplitude $-\sqrt2\,t_1$. In the order (2,3), symmetric combination, (1,4), the charge-transfer matrix is
$$
H_{CT}=\begin{pmatrix}
U/2&-\sqrt2t_1&0\\
-\sqrt2t_1&2U/3&-\sqrt2t_1\\
0&-\sqrt2t_1&3U/4
\end{pmatrix}.
$$
Eliminating the last two states in turn gives the first diagonal element of its inverse:
$$
g=\left[\frac U2-\frac{2t_1^2}{\dfrac{2U}{3}-\dfrac{2t_1^2}{3U/4}}\right]^{-1}.
$$
Since the unperturbed pair is at zero, the second-order denominator is $0-H_{CT}$. With both directions included,
$$
\Delta\mathcal E_{TT}=-2\cdot\tfrac32t_2^2\,g=-3t_2^2g .
$$

At $U=6t_1$ the innermost denominator is $4-2/4.5=3.556$ in units of $t_1$. Then $g=1/(3-2/3.556)=0.410/t_1$. For $t_2=0.02t_1$ the formula gives a shift of $-4.923\times10^{-4}t_1$, and full diagonalization gives $-4.921\times10^{-4}t_1$. For large $U$, $g\to2/U$, which is the usual antiferromagnetic lowering by virtual charge transfer.

### When charge transfer lies below the pair

At second order, a charge-transfer state that couples to the pair pushes it down from above or up from below. Coming down from large $U$, the lowest charge-transfer level reaches the pair when the bracket in $g$ vanishes:
$$
\frac U2\left(\frac{2U}{3}-\frac{8t_1^2}{3U}\right)=2t_1^2
\;\Rightarrow\;\frac{U^2}{3}-\frac{4t_1^2}{3}=2t_1^2
\;\Rightarrow\;U=\sqrt{10}\,t_1\approx3.16\,t_1 .
$$
Below this value, weakly coupled bonds have a charge-transfer singlet under the triplet pair, even if the pair already lies under the local bright state. The isolated-bond value $2.83t_1$ is therefore not the complete weak-coupling answer. Second-order theory also fails near $\sqrt{10}\,t_1$, where its denominator vanishes. For strongly coupled bonds the states must be diagonalized together.

## How large the effect is

Set $t_2=0.8t_1$. The four-site chain then gives the following energies in units of $t_1$. The last column is the weight of $|TT\rangle$ in 2Ag.

| $U/t_1$ | $2E(T_1)$ | 2Ag | 1Bu | weight |
|---:|---:|---:|---:|---:|
| 0 | 2.71 | 2.15 | 1.35 | 0.09 |
| 1 | 2.49 | 2.21 | 1.59 | 0.25 |
| 2 | 2.27 | 2.16 | 1.86 | 0.43 |
| 3 | 2.06 | 2.06 | 2.16 | 0.59 |
| 4 | 1.87 | 1.92 | 2.51 | 0.70 |
| 6 | 1.54 | 1.64 | 3.28 | 0.82 |

At $U=0$, 2Ag is a single excitation and $|TT\rangle$ has little weight in it. Its energy first rises slightly and then falls as the pair character grows. The bright energy rises throughout the table. The levels cross at $U=2.76t_1$ and energy $2.09t_1$. A scan from $U=0.05t_1$ to $10t_1$ finds one change of order. The position of the crossing depends on the form chosen for $V_{ij}$ and should not be carried over to a real polyene. With an Ohno interaction ($U=11.26$ eV, $t_1=2.57$ eV, $t_2=2.23$ eV) the ratio $u/t_1=1.37$ is nearly the one at this crossing, yet the four-site chain has 2Ag about 0.5 eV below 1Bu.

At the crossing $E(T_1)=1.05t_1$, so $E(\text{2Ag})/E(T_1)=1.98$. This closeness to 2 does not make the state a pure pair: the weight of $|TT\rangle$ is 0.55. The ratio is also not pinned at 2, since at $U=6t_1$ it is $1.639/0.770=2.13$. Two independent triplets would cost $2E(T_1)=2.11t_1$ whatever their total spin. At the crossing the quintet costs $3.11t_1$, so the two triplets are far from independent.

### The cause, read from the slopes

Write $H=T+UW$, where $W$ is the interaction operator divided by $U$. For a normalized eigenstate the derivative of the state itself drops out, leaving $d\mathcal E/dU=\langle W\rangle$. An excitation energy $\omega$ therefore obeys
$$
\frac{d\omega}{dU}=\langle W\rangle_{\rm exc}-\langle W\rangle_0 .
$$
At the crossing, $\langle W\rangle$ is 0.358 in the ground state, 0.240 in 2Ag and 0.674 in 1Bu. The slopes are
$$
0.240-0.358=-0.118,\qquad 0.674-0.358=+0.316 .
$$
They agree with finite differences of the energies. The dark state contains less interaction energy than the ground state, and the bright state contains more. This is the four-site form of the one-bond result: neutral triplets avoid the charge cost that the bright excitation pays.

The bright state carries 95% of the ground state's total dipole strength at this point. The transition dipole to 2Ag vanishes by symmetry.

### Bond coupling and chain length

At $t_2=0$ the ratio to the triplet energy can be analysed directly. Let the ground-state energy be $-2E_T-\delta$, where $E_T$ refers to one isolated bond. The product of two bond ground states has energy $-2E_T$, because its mean site charges vanish. The variational principle then gives $\delta\ge0$. With a triplet on one bond, that bond is neutral site by site, so the total energy is $-E_T$. Hence
$$
E(T_1)=E_T+\delta,\qquad E(TT)=2E_T+\delta,\qquad
\frac{E(TT)}{E(T_1)}=2-\frac{\delta}{E_T+\delta}.
$$
Correlated charge fluctuations between the bonds thus make the ratio slightly less than 2 when $\delta>0$.

With hopping restored at $U=4t_1$, the ratio is 1.996 for $t_2=0.05t_1$, 1.92 for $0.4t_1$, and 2.28 for $t_2=t_1$. Between the first and last of these, $E(T_1)$ falls by 35% and $E(\text{2Ag})$ by 26%. The change is not uniform: from $t_2=0.05t_1$ to $0.4t_1$ the energy of 2Ag falls by the larger fraction and the ratio drops, while from $0.4t_1$ to $t_1$ the triplet energy does so and the ratio ends above 2.

For six sites at $t_2=0.8t_1$, the crossing is at $U=2.72t_1$, close to the four-site value, but its energy is lower, $1.73t_1$. At $U=4t_1$ the ratio is 2.04, against 2.06 for four sites. Two lengths do not establish a trend for long chains.

## What a dynamical kernel must supply

Label the four Hartree-Fock orbitals by increasing energy, with 1 and 2 occupied. The even single excitations are 1→3 and 2→4. Particle-hole symmetry exchanges them, so just one combination belongs to the ground state's class. A static Tamm-Dancoff kernel has one root there, while the full class has nine configurations.

At the exact crossing, static singles with the bare interaction give $2.50t_1$ for Ag and $1.93t_1$ for Bu, relative to the Hartree-Fock energy. The exact value for both is $2.09t_1$, relative to the exact ground state. The dark state is thus $0.41t_1$ too high and the bright one $0.15t_1$ too low.

To recover the missing physics, let $s$ be the amplitude of the one single excitation. Diagonalize the Hamiltonian among all other configurations of the class, with energies $D_k$, amplitudes $x_k$ and couplings $c_k$ to the single. The eigenvalue equations are
$$
As+\sum_kc_kx_k=Es,\qquad c_ks+D_kx_k=Ex_k .
$$
The second gives $x_k=c_ks/(E-D_k)$. Inserting this in the first and dividing by $s\ne0$,
$$
E=A+\sum_k\frac{c_k^2}{E-D_k}.
$$
The sum is the energy-dependent part of the kernel. Here $E$ is a total energy, and the ground energy $E_0$ must be subtracted to obtain an excitation energy. Normalization, $s^2+\sum_kx_k^2=1$, gives the weight of the single:
$$
Z=s^2=\left[1+\sum_k\frac{c_k^2}{(E-D_k)^2}\right]^{-1}.
$$

At the crossing the bare single lies at $A-E_0=2.717t_1$. The first pole above the ground-state region is at $2.729t_1$, with coupling $0.565t_1$. The two are almost degenerate and mix strongly. This pole is the main carrier of the triplet pair but not the only one: it holds 62% of the part of $|TT\rangle$ orthogonal to the single, and the next pole, at $4.12t_1$, holds 25%. At the exact root this pole contributes
$$
\frac{0.565^2}{2.086-2.729}\,t_1\approx-0.50\,t_1 .
$$
The required shift is $2.086-2.717=-0.63$ in the same unit, so the other poles supply a net $-0.135t_1$ (from unrounded values). The full equation reproduces the exact root and gives $Z=0.55$. This weight and the $|TT\rangle$ weight of 0.55 add to more than one because the two configurations are not orthogonal.

## What to do in practice

**Compare $2E(T_1)$ with the bright energy first.** In the four-site table, the comparison gives the correct order of 2Ag and 1Bu at every listed $U$. It fails near the crossing, where $2E(T_1)=2.11t_1$ still lies above the common energy $2.09t_1$ of the two states. At $t_2=0.8t_1$ the wrong order is confined to $U$ between $2.76t_1$ and $2.80t_1$, but this window is unusually narrow. On four sites it runs from $2.80t_1$ to $3.26t_1$ at $t_2=0.4t_1$, where the test misses a dark state that already lies lowest, and from $2.45t_1$ to $2.77t_1$ at $t_2=t_1$, where it signals one too early. It is a warning test, not a calculation of 2Ag. An error in $E(T_1)$ enters it twice.

**Include double excitations when $2E(T_1)$ is close to the bright energy or below it.** They can be treated explicitly or folded into a kernel. A folded kernel must be solved at the energy of the root sought. Freezing it at one energy leaves a single root in the one-configuration class above and loses the sharing of that excitation among several states.

**Check which double excitations the kernel contains.** Frequency dependence alone is not enough. A screened interaction has the form $W(\omega)=v+v\chi(\omega)v$, where $\chi$ is the density response. The density operator conserves spin, so for a singlet ground state the poles of $\chi$ are singlet excitations. A kernel with one such $W(\omega)$ has intermediate states made of an electron-hole pair plus a singlet excitation. It does not explicitly contain two interacting triplets at an energy near $2E(T_1)$.

**Treat the ground state consistently.** Here the Hartree-Fock energy is $2.717-2.499=0.218$ above the exact ground energy, in units of $t_1$. Correlating the excited state while leaving the ground state at the Hartree-Fock level would lower every such excitation energy by this amount. A shift common to 2Ag and 1Bu leaves their order unchanged. It enters $2E(T_1)$ twice and the bright energy only once, however, so it biases the comparison recommended above by $0.218\,t_1$, which is enough to reverse a close outcome of that test.

The numerical output below gives most of the computed values with more digits.

## Computed values

```
hoppings: t1 = 1, t2 = 0.8 (unit of energy: t1)
isolated bonds: crossing U = 2.8284 t1, u = 1.4142 t1
isolated bonds: E_T = 1.4142 t1, 2E_T = E_B = 2.8284 t1
pair shift at U = 6 t1: g = 0.4103 /t1, lowest CT = 1.7192 t1
  t2 = 0.02 t1: shift exact -4.9215e-04 t1, formula -4.9231e-04 t1
4 sites: U, E(T1), 2E(T1), E(2Ag), E(1Bu) in t1; TT weight of 2Ag
  0.0   1.3541   2.7081   2.1541   1.3541   0.0892
  1.0   1.2430   2.4859   2.2088   1.5880   0.2469
  2.0   1.1336   2.2672   2.1629   1.8570   0.4314
  3.0   1.0293   2.0587   2.0561   2.1635   0.5855
  4.0   0.9331   1.8661   1.9203   2.5055   0.6963
  5.0   0.8465   1.6930   1.7772   2.8792   0.7715
  6.0   0.7699   1.5398   1.6387   3.2797   0.8224
4 sites: crossing U = 2.7574 t1, E(2Ag) = E(1Bu) = 2.0857 t1
  E(T1) = 1.0540 t1, E(2Ag)/E(T1) = 1.9789
6 sites: crossing U = 2.7215 t1, E(2Ag) = E(1Bu) = 1.7301 t1
  E(T1) = 0.8794 t1, E(2Ag)/E(T1) = 1.9674
4 sites at the crossing:
  <W>: ground 0.3582, 2Ag 0.2401, 1Bu 0.6742 (no unit)
  dE/dU: 2Ag -0.1181, 1Bu 0.3160 (no unit)
  transition dipole: 2Ag 0.0000, 1Bu 0.9495 site spacings
  1Bu share of total dipole strength: 0.9519
  TT weight of 2Ag: 0.5521
  quintet energy: 3.1053 t1, above 2Ag by 1.0196 t1
  static singles: Ag 2.4989 t1, Bu 1.9347 t1
  covalent Ag class: 1 single among 9 configurations
  bare single A - E0 = 2.7165 t1
  next kernel pole D1 - E0 = 2.7285 t1, coupling 0.5645 t1
  folded root - E0 = 2.0857 t1, singles weight Z = 0.5487
4 sites, U = 4 t1: t2, E(T1), E(2Ag) in t1; ratio; TT weight
  0.05   1.2361   2.4669   1.9957   0.9884
  0.20   1.2171   2.3854   1.9600   0.8836
  0.40   1.1560   2.2195   1.9200   0.7796
  0.60   1.0574   2.0558   1.9443   0.7287
  0.80   0.9331   1.9203   2.0581   0.6963
  1.00   0.7997   1.8248   2.2819   0.6654
6 sites, U = 4 t1, t2 = 0.8 t1: E(T1) = 0.7893 t1,
  E(2Ag) = 1.6100 t1, E(1Bu) = 2.1571 t1, ratio = 2.0398
```
